# Joint density of states at a three-dimensional M1 saddle point: verification in Python

```python
"""Joint density of states J(E) near a three-dimensional M1 saddle point.

Band: E_cv = E1 + (hbar^2/2)(kx^2/mx + ky^2/my - kz^2/mz), w = E - E1.
Result under test, for the region |kz| <= K and Q = hbar K / sqrt(2 mz):
    J = A (Q - sqrt(-w)) for -Q^2 < w < 0,   J = A Q for w > 0,
    A = (1 / 2 pi^2) (2/hbar^2)^(3/2) sqrt(mx my mz), spin factor 2 included.
For other regions and real bands A Q becomes a smooth function of w, while
the square-root term keeps the same coefficient A.
Units: eV, nm, free-electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# ---------- parameters of the example ----------
E1 = 7.0                                  # eV, rough GaN regime
mx, my, mz = 0.3, 0.4, 1.0                # reduced masses, round choices
K = 3.0                                   # 1/nm
ax, ay, az = 0.32, 0.32, 0.52             # nm, orthogonal model cell
gamma = 0.1                               # eV, Lorentzian half-width
eps = 5.3                                 # electronic dielectric constant
field_MV_cm = 1.0
h2 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2

A = (1 / h2)**1.5 * np.sqrt(mx * my * mz) / (2 * np.pi**2)
Q = np.sqrt(h2 / mz) * K                  # eV^(1/2)
C0 = A * Q


def root_below(w):
    return np.sqrt(max(-w, 0.0))


def jdos_slab(w):
    return A * (Q - root_below(w))


def jdos_ellipsoid(w):
    """Region qx^2 + qy^2 + qz^2 <= 2 Q^2 in scaled momenta."""
    return A * (np.sqrt(Q**2 - w / 2) - root_below(w))


def midpoints(top, n):
    return (np.arange(n) + 0.5) * top / n


def count(sorted_xy, z_energy, w, half, cap=np.inf):
    """Number of grid points with |xy energy - z energy - w| < half."""
    low = np.minimum(w - half + z_energy, cap)
    high = np.minimum(w + half + z_energy, cap)
    return np.sum(np.searchsorted(sorted_xy, high)
                  - np.searchsorted(sorted_xy, low))


# ---------- state counting for the quadratic band, two regions ----------
nx, ny, nz = 1500, 1400, 2000
half = 0.01                               # eV, half-width of energy window
s_top = 0.75                              # eV, covers all needed energies
kx_top, ky_top = np.sqrt(s_top * mx / h2), np.sqrt(s_top * my / h2)
s_xy = np.sort((h2 * midpoints(kx_top, nx)[:, None]**2 / mx
                + h2 * midpoints(ky_top, ny)[None, :]**2 / my).ravel())


def counted_jdos(w, kz_top, ellipsoid):
    z_energy = h2 * midpoints(kz_top, nz)**2 / mz
    cap = 2 * Q**2 - z_energy if ellipsoid else np.inf
    cell = (kx_top / nx) * (ky_top / ny) * (kz_top / nz)
    number = count(s_xy, z_energy, w, half, cap)
    return 2 / (2 * np.pi)**3 * 8 * cell * number / (2 * half)


table = []
for w in (-0.30, -0.20, -0.10, -0.05, 0.05, 0.10, 0.20):
    slab = counted_jdos(w, K, False)
    ell = counted_jdos(w, np.sqrt(2) * K, True)
    # tolerance: finite energy window and finite grid
    assert abs(slab - jdos_slab(w)) < 4e-3 * C0
    assert abs(ell - jdos_ellipsoid(w)) < 4e-3 * C0
    table.append((w, jdos_slab(w), slab, jdos_ellipsoid(w), ell))

# plateau as a stack of two-dimensional densities of states
stack = np.sqrt(mx * my) / (2 * np.pi * h2) * (2 * K / (2 * np.pi))
assert abs(stack / C0 - 1) < 1e-12

# ---------- cosine bands over the whole zone ----------
Bx, By, Bz = (2 * h2 / (m * a**2)
              for m, a in ((mx, ax), (my, ay), (mz, az)))
node, weight = np.polynomial.legendre.leggauss(80)


def jdos_cosine(w):
    """Quadrature of the delta function for the cosine bands."""
    start = np.arccos(1 + w / Bz) if w < 0 else 0.0
    theta = start + (np.pi - start) * (node + 1) / 2
    e = (w + Bz * (1 - np.cos(theta)))[:, None]
    phi = (np.pi / 4 * (node + 1))[None, :]
    u = e / Bx * np.sin(phi)**2           # 1 - cos(theta_x)
    v = e / By * np.cos(phi)**2           # 1 - cos(theta_y)
    plane = (2 / np.sqrt(Bx * By * (2 - u) * (2 - v))) @ weight
    plane *= np.pi / 4 / np.pi**2
    line = (plane @ weight) * (np.pi - start) / 2 / np.pi
    return 2 / (ax * ay * az) * line


cos_xy = np.sort((Bx * (1 - np.cos(midpoints(np.pi, nx)))[:, None]
                  + By * (1 - np.cos(midpoints(np.pi, ny)))[None, :]).ravel())
cos_z = Bz * (1 - np.cos(midpoints(np.pi, nz)))
for w in (-0.1, 0.1):
    fraction = count(cos_xy, cos_z, w, half) / (nx * ny * nz)
    direct = 2 / (ax * ay * az) * fraction / (2 * half)
    assert abs(direct / jdos_cosine(w) - 1) < 5e-3   # grid and window

# second difference removes the constant and linear smooth parts
J0 = jdos_cosine(0.0)
correction = (1 / Bz - 1 / Bx - 1 / By) / 12         # per eV
root_ratio = {}
for d in (0.004, 0.001):
    second = 2 * J0 - jdos_cosine(d) - jdos_cosine(-d)
    root_ratio[d] = second / (A * np.sqrt(d))
    assert abs(root_ratio[d] - 1) < 2e-3
# remaining smooth curvature limits this comparison to some per cent
measured_correction = (root_ratio[0.001] - 1) / 0.001
assert abs(measured_correction / correction - 1) < 0.05

# above E1 the slope is finite; below E1 it grows without limit
slope_up = [(jdos_cosine(d) - J0) / d for d in (0.004, 0.001)]
slope_down = [(J0 - jdos_cosine(-d)) / d for d in (0.004, 0.001)]
assert abs(slope_up[1] / slope_up[0] - 1) < 0.05
assert 1.8 < slope_down[1] / slope_down[0] < 2.2

# ---------- cubic cross terms, no mirror symmetry in z ----------
# w = (1 + eta z) x^2 + beta z^2 x + y^2 - z^2 + g z^3, scaled momenta
eta, beta, g = 0.4, 0.2, 0.3


def lowest(z):
    """Minimum of the energy over x and y at fixed z."""
    return -z**2 + g * z**3 - beta**2 * z**4 / (4 * (1 + eta * z))


cubic_error = []
for d in (0.01, 0.0025):
    left = brentq(lambda z: lowest(z) + d, -0.5, -1e-9, xtol=1e-14)
    right = brentq(lambda z: lowest(z) + d, 1e-9, 0.5, xtol=1e-14)
    missing = quad(lambda z: np.pi / np.sqrt(1 + eta * z), left, right)[0]
    cubic_error.append(missing / (2 * np.pi * np.sqrt(d)) - 1)
assert abs(cubic_error[0]) < 2e-3
assert 3.5 < cubic_error[0] / cubic_error[1] < 4.5   # error linear in w

# ---------- sizes of neglected effects ----------
inner = quad(lambda r: 2 * r**2 * gamma / np.pi / (r**4 + gamma**2), 0, Q)[0]
outer = Q * (0.5 - np.arctan(Q**2 / gamma) / np.pi)
broadening_loss = (inner + outer) / Q     # fraction of plateau lost at E1
rydberg = const.value('Rydberg constant times hc in eV')
binding = rydberg * np.sqrt(mx * my) / eps**2
field = field_MV_cm * 0.1                 # V/nm
field_energy = (field**2 * h2 / mx)**(1 / 3)
drop = 0.1                                # eV, distance used for comparison
drop_ratio = (J0 - jdos_cosine(-drop)) / (A * np.sqrt(drop))
drift = jdos_cosine(drop) / J0 - 1
wavelength = const.h * const.c / (E1 * const.e) * 1e9

# ---------- output ----------
print(f"E1 = {E1:.2f} eV, photon wavelength = {wavelength:.1f} nm")
print(f"masses mx, my, mz = {mx}, {my}, {mz} m0; K = {K:.1f} 1/nm")
print(f"hbar^2/(2 m0) = {h2:.6f} eV nm^2")
print(f"A = {A:.4f} eV^-1.5 nm^-3")
print(f"Q = {Q:.4f} eV^0.5, Q^2 = {Q**2:.4f} eV")
print(f"plateau A Q = {C0:.4f} eV^-1 nm^-3 = {C0 * 1e21:.3e} eV^-1 cm^-3")
print(f"plateau from stacked 2D densities = {stack:.4f} eV^-1 nm^-3")
print(f"counting window half-width = {half:.3f} eV")
print("J in eV^-1 nm^-3: slab formula, slab count, ellipsoid formula, count")
for w, f1, c1, f2, c2 in table:
    print(f"E-E1 = {w:+.2f} eV: {f1:.4f} {c1:.4f} {f2:.4f} {c2:.4f}")
print(f"cosine cell lengths = {ax}, {ay}, {az} nm")
print(f"Bx, By, Bz = {Bx:.4f}, {By:.4f}, {Bz:.4f} eV")
print(f"cosine J(E1) = {J0:.4f} eV^-1 nm^-3")
for d, ratio in root_ratio.items():
    print(f"root term / (A sqrt(d)) at d = {d:.3f} eV: {ratio:.6f}")
print(f"root correction, formula = {correction:.4f} per eV")
print(f"root correction, measured = {measured_correction:.4f} per eV")
for i, d in enumerate((0.004, 0.001)):
    print(f"secant slopes at d = {d:.3f} eV, above and below: "
          f"{slope_up[i]:.4f}, {slope_down[i]:.3f} eV^-2 nm^-3")
for d, err in zip((0.01, 0.0025), cubic_error):
    print(f"cubic band, relative error of root law at |w| = {d}: {err:.3e}")
print(f"cosine drop at -{drop} eV / (A sqrt) = {drop_ratio:.4f}")
print(f"cosine change of J from E1 to +{drop} eV = {100 * drift:.2f} %")
print(f"broadening half-width = {gamma:.2f} eV")
print(f"loss of plateau at E1 by broadening = {100 * broadening_loss:.1f} %")
print(f"dielectric constant = {eps}, binding scale = {binding:.3f} eV")
print(f"field = {field_MV_cm:.1f} MV/cm along x, "
      f"energy scale = {field_energy:.3f} eV")
print("OK")
```

Printed output:

```
E1 = 7.00 eV, photon wavelength = 177.1 nm
masses mx, my, mz = 0.3, 0.4, 1.0 m0; K = 3.0 1/nm
hbar^2/(2 m0) = 0.038100 eV nm^2
A = 2.3598 eV^-1.5 nm^-3
Q = 0.5856 eV^0.5, Q^2 = 0.3429 eV
plateau A Q = 1.3818 eV^-1 nm^-3 = 1.382e+21 eV^-1 cm^-3
plateau from stacked 2D densities = 1.3818 eV^-1 nm^-3
counting window half-width = 0.010 eV
J in eV^-1 nm^-3: slab formula, slab count, ellipsoid formula, count
E-E1 = -0.30 eV: 0.0893 0.0894 0.3642 0.3643
E-E1 = -0.20 eV: 0.3265 0.3266 0.5151 0.5152
E-E1 = -0.10 eV: 0.6356 0.6359 0.7329 0.7332
E-E1 = -0.05 eV: 0.8542 0.8551 0.9037 0.9045
E-E1 = +0.05 eV: 1.3818 1.3818 1.3305 1.3305
E-E1 = +0.10 eV: 1.3818 1.3818 1.2771 1.2771
E-E1 = +0.20 eV: 1.3818 1.3818 1.1630 1.1630
cosine cell lengths = 0.32, 0.32, 0.52 nm
Bx, By, Bz = 2.4805, 1.8603, 0.2818 eV
cosine J(E1) = 2.8814 eV^-1 nm^-3
root term / (A sqrt(d)) at d = 0.004 eV: 1.000861
root term / (A sqrt(d)) at d = 0.001 eV: 1.000216
root correction, formula = 0.2173 per eV
root correction, measured = 0.2160 per eV
secant slopes at d = 0.004 eV, above and below: 0.3584, 37.702 eV^-2 nm^-3
secant slopes at d = 0.001 eV, above and below: 0.3582, 74.998 eV^-2 nm^-3
cubic band, relative error of root law at |w| = 0.01: 4.134e-04
cubic band, relative error of root law at |w| = 0.0025: 1.032e-04
cosine drop at -0.1 eV / (A sqrt) = 1.0716
cosine change of J from E1 to +0.1 eV = 1.26 %
broadening half-width = 0.10 eV
loss of plateau at E1 by broadening = 29.0 %
dielectric constant = 5.3, binding scale = 0.168 eV
field = 1.0 MV/cm along x, energy scale = 0.108 eV
OK
```
